\section*{Auger lifetime of silicon at high injection: question with model answers}

\section*{Question}

Light creates electron--hole pairs in a uniform, electrically neutral piece of silicon. The excess densities of electrons and holes are equal and are called $\Delta$. In an Auger event an electron and a hole recombine and hand the released energy to a third carrier, which stays in its band. Events whose third carrier is an electron occur at the rate $C_n n^2p$ per volume, and events whose third carrier is a hole at the rate $C_p np^2$. Here $n$ and $p$ are the total electron and hole densities. The sum $C_a=C_n+C_p$ is the ambipolar Auger coefficient.

Data: $\Delta=10^{18}\,\mathrm{cm^{-3}}$ and $C_a=3.8\times10^{-31}\,\mathrm{cm^6\,s^{-1}}$. Treat the coefficients as constants and the carriers as non-degenerate. Except in part (h), Auger recombination and its reverse are the sole processes that change the number of pairs, apart from the light.

\begin{enumerate}
\item[(a)] Include the reverse process and find the net loss rate $U$ of pairs per volume, in terms of $n$, $p$ and the intrinsic density $n_i$.
\item[(b)] Define the Auger lifetime as $\tau=\Delta/U$. Find it for undoped silicon when $\Delta\gg n_i$.
\item[(c)] Evaluate the lifetime for the data, with lengths in angstrom.
\item[(d)] The silicon now contains ionized donors of density $N$. By how much does the lifetime change if $N=10^{-9}\,\text{\AA}^{-3}$ and $n_i=10^{-14}\,\text{\AA}^{-3}$? What becomes of the lifetime in the opposite limit, $\Delta\ll N$?
\item[(e)] The light is switched off in the undoped sample. Find $\Delta(t)$, the time in which the density halves, the time in which it falls to $1/e$, and the lifetime at the moment of halving.
\item[(f)] Pairs disappear one at a time. Find the mean halving time for a box with a finite number of pairs by counting carrier triples, and compare it with part (e).
\item[(g)] Steady light holds the density at the given value. A small extra density is added. With what time constant does it disappear?
\item[(h)] Other recombination channels add a loss rate $A\Delta+B\Delta^2$, with $A,B\ge0$. How does the total lifetime change, and at what densities does Auger loss exceed the other losses combined?
\end{enumerate}

\section*{Model answers}

\subsection*{(a) The net rate}

Each Auger event removes one electron and one hole, because the third carrier survives. The two kinds of event therefore remove pairs at the total rate
\begin{equation}
R=C_n n^2p+C_p np^2=(C_n n+C_p p)\,np .
\end{equation}

The reverse process is impact ionization: an energetic carrier gives up energy and creates a pair. In a non-degenerate gas at the lattice temperature, the fraction of electrons with enough energy does not depend on their density. Electrons thus create pairs at a rate $g_n n$, and holes at a rate $g_p p$, with constants $g_n$ and $g_p$.

These constants follow from equilibrium, where each process is balanced by its own reverse. With equilibrium densities $n_0$ and $p_0$, which obey $n_0p_0=n_i^2$,
\begin{align}
C_n n_0^2p_0&=g_n n_0 &&\Rightarrow\quad g_n=C_n n_0p_0=C_n n_i^2,\\
C_p n_0p_0^2&=g_p p_0 &&\Rightarrow\quad g_p=C_p n_0p_0=C_p n_i^2 .
\end{align}
Subtracting the generation from the recombination gives
\begin{align}
U&=(C_n n+C_p p)\,np-(C_n n+C_p p)\,n_i^2\nonumber\\
&=(C_n n+C_p p)(np-n_i^2).
\label{eq:net}
\end{align}
A positive $U$ means a net loss of pairs. If $np<n_i^2$, the sign changes and pairs are created.

These rate equations contain no $\hbar$, electron mass or elementary charge. They have the same form in atomic units as in any other consistent set of units.

\subsection*{(b) The high-injection lifetime}

In undoped silicon $n=p=n_i+\Delta$. The two factors of equation~\eqref{eq:net} become
\begin{align}
C_n n+C_p p&=C_a(\Delta+n_i),\\
np-n_i^2&=(n_i+\Delta)^2-n_i^2=\Delta(\Delta+2n_i).
\end{align}
Their product is
\begin{equation}
U=C_a\Delta^3\left(1+\frac{n_i}{\Delta}\right)\left(1+\frac{2n_i}{\Delta}\right).
\label{eq:undoped}
\end{equation}
For $\Delta\gg n_i$ both brackets tend to one, so
\begin{equation}
U\simeq C_a\Delta^3,\qquad
\boxed{\;\tau=\frac{\Delta}{U}\simeq\frac{1}{C_a\Delta^2}\;}
\label{eq:tau}
\end{equation}

One power of the density in $U$ counts the pairs that can be lost. The other two express that a given carrier must meet two more carriers. Division by $\Delta$ removes the first power and leaves the loss rate per pair, $C_a\Delta^2$. Since $n=p$, the coefficients enter through their sum, and their separate values are not needed.

\subsection*{(c) The numbers}

One centimetre is $10^8\,\text{\AA}$. Hence $1\,\mathrm{cm^{-3}}=10^{-24}\,\text{\AA}^{-3}$ and $1\,\mathrm{cm^6}=10^{48}\,\text{\AA}^6$, and the data become
\begin{align}
\Delta&=10^{18}\times10^{-24}\,\text{\AA}^{-3}=10^{-6}\,\text{\AA}^{-3},\\
C_a&=3.8\times10^{-31}\times10^{48}\,\text{\AA}^6\,\mathrm{s^{-1}}
=3.8\times10^{17}\,\text{\AA}^6\,\mathrm{s^{-1}} .
\end{align}
The loss rate per pair is
\begin{equation}
C_a\Delta^2=3.8\times10^{17}\times(10^{-6})^2\,\mathrm{s^{-1}}
=3.8\times10^5\,\mathrm{s^{-1}},
\end{equation}
and its inverse is the lifetime,
\begin{equation}
\tau=\frac{1}{3.8\times10^5\,\mathrm{s^{-1}}}
=2.63\times10^{-6}\,\mathrm{s}=2.63\ \text{microseconds}.
\end{equation}
The coefficient is given to two figures, so the result to be stated is 2.6 microseconds. The third figure is kept for the later parts.

The loss rate per volume is
\begin{equation}
U=C_a\Delta^3=3.8\times10^5\times10^{-6}\,\text{\AA}^{-3}\,\mathrm{s^{-1}}
=0.38\,\text{\AA}^{-3}\,\mathrm{s^{-1}} .
\end{equation}
To hold the density steady, the light must create pairs at this rate.

The result is more sensitive to the density than to the coefficient. Taking the logarithm of equation~\eqref{eq:tau} and then small changes gives
\begin{equation}
\frac{\delta\tau}{\tau}\simeq-\frac{\delta C_a}{C_a}-2\,\frac{\delta\Delta}{\Delta}.
\end{equation}
A small relative error in the density enters twice. The coefficient of real silicon also depends on temperature and carrier density, so the value used must belong to the conditions of the sample. The 2.6 microseconds follow from the given constant coefficient and are not a prediction for real silicon at this density. The given value matches the sum of $C_n$ and $C_p$ measured in heavily doped silicon at low injection. Empirical fits for lightly doped silicon at high injection and room temperature give an effective coefficient about two to four times larger at this density, and a lifetime near one microsecond. If the attraction between electrons and holes raises the coefficient, the lifetime is shorter in the same proportion.

\subsection*{(d) Donors, and the opposite limit}

Since $N\gg n_i$, the equilibrium densities are $n_0\simeq N$ and $p_0\simeq n_i^2/N$. The latter is $10^{-28}/10^{-9}=10^{-19}$ in units of $\text{\AA}^{-3}$, which is negligible beside $\Delta=10^{-6}\,\text{\AA}^{-3}$. Thus $n=N+\Delta$ and $p=\Delta$. The term $n_i^2$ is likewise negligible beside $np$, and equation~\eqref{eq:net} becomes
\begin{equation}
U=\bigl[C_n(N+\Delta)+C_p\Delta\bigr](N+\Delta)\Delta .
\label{eq:doped}
\end{equation}
Define $x=N/\Delta$ and $f=C_n/C_a$. The square bracket is $C_a\Delta+C_nN=C_a\Delta(1+fx)$, and $N+\Delta=\Delta(1+x)$. Therefore
\begin{equation}
U=C_a\Delta^3(1+x)(1+fx),\qquad
\tau_N=\frac{\tau}{(1+x)(1+fx)},
\end{equation}
where $\tau$ is the result of part (b).

The fraction $f$ is not given, but both coefficients are non-negative, so $0\le f\le1$. This is enough to bound the change:
\begin{equation}
1+x\;\le\;\frac{\tau}{\tau_N}\;\le\;(1+x)^2 .
\end{equation}
Here $x=10^{-9}/10^{-6}=10^{-3}$, and the bounds are $1.001$ and $1.002$. With constant coefficients, the donors shorten the lifetime by between about 0.1 and 0.2 per cent, relative to the undoped value. The second figure of the answer in part (c) is unaffected.

For acceptors of the same density the roles of electrons and holes are exchanged. Then $f$ is replaced by $1-f$, which also lies between zero and one, and the bounds stay the same.

In the opposite limit, $\Delta\ll N$, the sum $N+\Delta$ in equation~\eqref{eq:doped} tends to $N$. If also $C_p\Delta\ll C_nN$, the square bracket tends to $C_nN$, and
\begin{equation}
U\simeq C_nN^2\Delta,\qquad \tau_N\simeq\frac{1}{C_nN^2}.
\end{equation}
The carriers that a hole must meet are now supplied by the donors. The lifetime no longer depends on $\Delta$, and the excess density decays exponentially. The ambipolar coefficient is the wrong one here: $C_n$ governs the loss in strongly $n$-type material, and $C_p$ in strongly $p$-type material. In real silicon these coefficients depend on the doping. At light doping the electron--hole attraction raises $C_n$ by up to about a factor of ten, above the given $C_a$, so it cannot be taken as a fraction of that value. For $N$ well above $10^{18}\,\mathrm{cm^{-3}}$ the electrons become degenerate, and the assumptions of part (a) no longer hold.

\subsection*{(e) The decay after the light is switched off}

Without generation, the density falls at the rate $U$:
\begin{equation}
\frac{d\Delta}{dt}=-C_a\Delta^3 .
\end{equation}
Let $\Delta_0$ be the density at $t=0$. Separating the variables and integrating gives
\begin{align}
\int_{\Delta_0}^{\Delta(t)}\frac{d\Delta'}{\Delta'^3}&=-C_a\int_0^t dt',\\
-\frac{1}{2\Delta(t)^2}+\frac{1}{2\Delta_0^2}&=-C_at .
\end{align}
Multiplication by $-2$ and rearrangement lead to
\begin{equation}
\frac{1}{\Delta(t)^2}=\frac{1}{\Delta_0^2}+2C_at .
\label{eq:inverse}
\end{equation}
With the initial lifetime $\tau_0=1/(C_a\Delta_0^2)$, the right-hand side is $(1+2t/\tau_0)/\Delta_0^2$. The positive root is
\begin{equation}
\Delta(t)=\frac{\Delta_0}{\sqrt{1+2t/\tau_0}} .
\label{eq:decay}
\end{equation}

The density has halved when $1+2t/\tau_0=4$, and has reached $\Delta_0/e$ when $1+2t/\tau_0=e^2$. Hence
\begin{align}
t_{1/2}&=\tfrac32\tau_0=3.95\times10^{-6}\,\mathrm{s},\\
t_{1/e}&=\tfrac12(e^2-1)\tau_0=3.195\,\tau_0=8.41\times10^{-6}\,\mathrm{s}.
\end{align}
After one initial lifetime, the fraction left is $1/\sqrt3=0.577$. An exponential decay with the same initial slope would have left $1/e=0.368$.

The difference arises because the lifetime grows while the density falls. Dividing equation~\eqref{eq:inverse} by $C_a$ gives
\begin{equation}
\tau(t)=\frac{1}{C_a\Delta(t)^2}=\tau_0+2t .
\end{equation}
At the moment of halving this is $\tau_0+3\tau_0=4\tau_0=1.05\times10^{-5}\,\mathrm{s}$. The factor of four also follows directly from $\tau\propto\Delta^{-2}$.

Two limits show the character of the decay. For $t\ll\tau_0$, expansion of the square root gives $\Delta\simeq\Delta_0(1-t/\tau_0)$, so $\tau_0$ is read from the initial slope. For $t\gg\tau_0$, equation~\eqref{eq:inverse} gives $\Delta\simeq1/\sqrt{2C_at}$, which no longer contains the initial density. This late form holds as long as $\Delta$ remains far above $n_i$ and the doping, $C_a$ stays constant, and other losses are negligible.

\subsection*{(f) Counting events}

Put $k$ electrons and $k$ holes in a box of volume $V$, and assume that their positions are uncorrelated. An event with an electron as third carrier needs two electrons and one hole. The number of such triples is
\begin{equation}
\frac{k(k-1)}{2}\,k .
\end{equation}
Let each triple react at the rate $2C_n/V^2$. The factor 2 cancels the $\tfrac12$ from counting pairs of identical electrons. The event rate in the box is then $C_nk^2(k-1)/V^2$, which for large $k$ becomes $V\,C_nn^2p$ with $n=p=k/V$, as it must. Events with a hole as third carrier are counted in the same way, with $C_p$. The total event rate is
\begin{equation}
W_k=\frac{C_a}{V^2}\,k^2(k-1).
\end{equation}

Impact ionization is neglected, as is allowed for $\Delta\gg n_i$. Each event lowers $k$ by one. For events that occur at random with a constant rate $W_k$, the mean waiting time is $1/W_k$. Starting from $2M$ pairs, the mean time until $M$ are left is the sum of the waiting times:
\begin{equation}
T=\sum_{k=M+1}^{2M}\frac{1}{W_k}=\frac{V^2}{C_a}\,S,\qquad
S=\sum_{k=M+1}^{2M}\frac{1}{k^2(k-1)} .
\end{equation}
The initial density is $\Delta_0=2M/V$, so $V^2/C_a=4M^2/(C_a\Delta_0^2)=4M^2\tau_0$ and
\begin{equation}
T=4M^2S\,\tau_0 .
\end{equation}

The sum can be enclosed between two integrals. Each term lies between $1/k^3$ and $1/(k-1)^3$, and $1/y^3$ decreases with $y$. Therefore, for $M>1$,
\begin{equation}
\int_{M+1}^{2M+1}\frac{dy}{y^3}<S<\int_{M-1}^{2M-1}\frac{dy}{y^3},
\end{equation}
or, after integration,
\begin{equation}
\frac12\left[\frac{1}{(M+1)^2}-\frac{1}{(2M+1)^2}\right]<S<
\frac12\left[\frac{1}{(M-1)^2}-\frac{1}{(2M-1)^2}\right].
\end{equation}
Multiplied by $4M^2$, both sides tend to $2(1-\tfrac14)=\tfrac32$ as $M$ grows. Thus $T\to\tfrac32\tau_0$, the halving time of part (e). The relative difference is of order $1/M$.

For a box that starts with $100\,000$ pairs at the given density, direct addition of the waiting times gives $T=3.947\times10^{-6}\,\mathrm{s}$. The continuous formula $\tfrac32\tau_0$ gives the same four figures. The smooth rate equation is therefore adequate for the mean halving time of a large sample. Single runs scatter about this mean by a relative amount of order $1/\sqrt M$, because the total time is a sum of $M$ independent random waiting times. The counting rests on uncorrelated positions. If the attraction between electrons and holes makes close triples more frequent, the effective coefficient changes, and it may then depend on density.

\subsection*{(g) A small disturbance under steady light}

Let the steady density be $\bar\Delta$. The light must supply the generation rate $G=C_a\bar\Delta^3$. With a small extra density $\delta$, the total is $\bar\Delta+\delta$, and
\begin{align}
\frac{d\delta}{dt}&=G-C_a(\bar\Delta+\delta)^3\nonumber\\
&=-C_a\left(3\bar\Delta^2\delta+3\bar\Delta\delta^2+\delta^3\right).
\end{align}
The term $C_a\bar\Delta^3$ from the cube has cancelled against $G$. For $|\delta|\ll\bar\Delta$ the first term dominates, and the disturbance decays exponentially:
\begin{equation}
\frac{d\delta}{dt}\simeq-3C_a\bar\Delta^2\,\delta,\qquad
\tau_\delta=\frac{1}{3C_a\bar\Delta^2}=\frac{\tau}{3}=8.8\times10^{-7}\,\mathrm{s}.
\end{equation}

Both time constants are correct, but they answer different questions. The ratio of the steady density to the generation rate is $\bar\Delta/G=\tau$. The response to a weak modulation of the light is governed by the slope $dU/d\Delta=1/\tau_\delta$. For a cubic loss rate this slope is three times the ratio $U/\Delta$. If the loss is purely cubic, a lifetime taken from a small modulation must therefore be multiplied by three before it is compared with part (c). In general the factor is the logarithmic slope $d\ln U/d\ln\Delta$. With the additional losses of part (h) it is $(A+2B\Delta+3C_a\Delta^2)/(A+B\Delta+C_a\Delta^2)$, which lies between one and three, and a density-dependent coefficient changes it as well.

\subsection*{(h) Other recombination channels}

Loss rates add, so at high injection
\begin{equation}
U_{\mathrm{tot}}=A\Delta+B\Delta^2+C_a\Delta^3,\qquad
\frac{1}{\tau_{\mathrm{tot}}}=\frac{U_{\mathrm{tot}}}{\Delta}=A+B\Delta+C_a\Delta^2 .
\end{equation}
The linear term can describe recombination through defects at a fixed lifetime $1/A$, and the quadratic term radiative recombination. Since $A$ and $B$ are not negative, $\tau_{\mathrm{tot}}\le\tau$. The 2.6 microseconds of part (c) are thus an upper limit to the total lifetime at this density and coefficient.

Auger loss exceeds the other losses combined when $C_a\Delta^2-B\Delta-A>0$. The left-hand side is a parabola in $\Delta$ that opens upward, so for positive densities the condition is
\begin{equation}
\Delta>\frac{B+\sqrt{B^2+4AC_a}}{2C_a}.
\end{equation}
For $B=0$ this reduces to $\Delta>\sqrt{A/C_a}$: the cleaner the crystal, the lower the density at which Auger loss takes over. For $B>0$ the threshold cannot fall below $B/C_a$, however small $A$ is. If $A$ or $B$ is positive, a decay that starts in the Auger regime leaves it as the density falls. Once the linear term dominates, the decay becomes exponential with time constant $1/A$, and equation~\eqref{eq:decay} no longer applies.

All numerical values are calculated from the stated model.
